# Mass redistribution by ion impact: cos 2θ and roughening beyond 45°, part 1

(Sections cited here and not found follow in the second part.)

## First half: the coefficient from a surface current

An ion that strikes a solid pushes atoms forward as well as ejecting some. The forward push changes the shape of an uneven surface even when no atom leaves it. Let the surface be $z=h(x,y,t)$ with mean normal along $z$, and let the ions travel along

$$\mathbf d=(\sin\theta,\,0,\,-\cos\theta),\qquad 0\le\theta<90^\circ .$$

The $x$ axis is the projected beam direction. The flux $J$ is counted per area normal to the beam, $\Omega$ is the volume per atom, and $\delta$ is the sum of the displacements along $\mathbf d$ of all atoms moved by one ion. If an ion moves $N$ atoms by a length $\ell$ each, $\delta=N\ell$.

For gentle ripples with crests perpendicular to $x$, we seek a law $h_t=S_xh_{xx}$, where subscripts on $h$ denote derivatives. The coefficient has the dimension length²/time. If ions act independently, it is proportional to $J$, and it is proportional to the displaced volume times distance per ion, $\Omega\delta$. The product $\Omega J\delta$ already has the right dimension, so

$$S_x=\Omega J\delta\,g(\theta),$$

with $g$ a pure number.

Symmetry fixes the form of $g$, provided that the beam and the local surface normal are the only directions that enter. This holds for the relaxation along the local normal assumed below. It does not hold for relaxation along a fixed direction, which is treated later and gives a different $g$. Let $\psi$ be the local angle between the incoming beam and the surface normal, positive when the ions move toward $+x$ along the surface. The number of arrivals per surface area is linear in $\mathbf d$, and for constant $\delta$ the displacement is linear in $\mathbf d$ too. The current of displaced atoms along the surface is therefore a second-degree form in $\sin\psi$ and $\cos\psi$. It can contain $\sin^2\psi$, $\cos^2\psi$ and $\sin\psi\cos\psi$. A mirror that reverses the tangent changes $\psi$ to $-\psi$ and must reverse the current, which leaves $\sin\psi\cos\psi=\tfrac12\sin2\psi$. A small tilt of the surface changes $\psi$, and the response to it is the derivative of the current, proportional to $\cos2\psi$. Hence $g\propto\cos2\theta$, with a zero at $45^\circ$. The factor and the sign remain to be found.

### Local angle and current

Consider a surface $h(x,t)$, uniform along $y$, and write its slope angle as $\alpha=\arctan h_x$. The outward unit normal and the unit tangent toward $+x$ are

$$\mathbf n=(-\sin\alpha,0,\cos\alpha),\qquad
\boldsymbol\tau=(\cos\alpha,0,\sin\alpha).$$

Their products with the beam direction are

$$-\mathbf d\cdot\mathbf n=\sin\theta\sin\alpha+\cos\theta\cos\alpha=\cos(\theta-\alpha),$$

$$\mathbf d\cdot\boldsymbol\tau=\sin\theta\cos\alpha-\cos\theta\sin\alpha=\sin(\theta-\alpha).$$

The local incidence angle is thus $\psi=\theta-\alpha$. At oblique incidence, a surface that rises gently toward $+x$ faces the beam more squarely, and its local angle is smaller than $\theta$.

The next assumption concerns the solid's response. A displaced atom leaves a deficit of material where it started and an excess where it stops. We assume that the solid restores its density by moving material along the local surface normal. The height then falls at the surface point nearest to the start and rises at the surface point nearest to the end. On a locally flat surface these two points are separated by the tangential part of the displacement, $\ell\sin\psi$.

Now count the transfers across a line drawn on the surface parallel to $y$. For $\psi>0$, an atom contributes if its starting surface point lies within $\ell\sin\psi$ upstream of the line. Ions arrive at the rate $J\cos\psi$ per surface area, and each moves $N$ atoms. The number of atoms crossing per time and per length of line is

$$j=(J\cos\psi)\,N\,(\ell\sin\psi)=J\delta\sin\psi\cos\psi
=\frac{J\delta}{2}\sin2(\theta-\alpha).\tag{1}$$

If the atoms move by unequal lengths, the sum of those lengths replaces $N\ell$, and the result is the same. In this count $\psi$ is treated as constant from the point of impact to the place where the atom stops. This requires ripples long compared with both the displacement and the depth at which it starts.

### Conservation of volume

Between two fixed positions $x_1$ and $x_2$, the volume per length along $y$ is $\int_{x_1}^{x_2}h\,dx$ plus a constant. Redistribution changes it through the currents at the two ends:

$$\frac{d}{dt}\int_{x_1}^{x_2}h\,dx=\Omega\,[\,j(x_1)-j(x_2)\,].$$

Since the interval is arbitrary, $h_t=-\Omega\,\partial_xj$. Insert equation (1). The derivative of the sine gives $\cos2(\theta-\alpha)$ times $-2\alpha_x$, so the two minus signs cancel:

$$h_t=-\frac{\Omega J\delta}{2}\cos2(\theta-\alpha)\,(-2\alpha_x)
=\Omega J\delta\cos2(\theta-\alpha)\,\alpha_x .$$

Because $\alpha_x=h_{xx}/(1+h_x^2)$,

$$h_t=\Omega J\delta\,\cos[2(\theta-\arctan h_x)]\,
\frac{h_{xx}}{1+h_x^2}.\tag{2}$$

Small slopes were not assumed here. The equation does require that every part of the surface sees the beam, or $\cos(\theta-\alpha)>0$. For oblique incidence this means $h_x>-\cot\theta$ everywhere. The surface then never descends as steeply as the ions do, so no part can cast a shadow on another.

For $|h_x|\ll1$, with $\theta$ not too close to grazing, the slope may be dropped in the coefficient. Near $45^\circ$, where the coefficient itself is small, this also requires $|h_x|\ll|\cos2\theta|$. Then

$$h_t=S_xh_{xx},\qquad S_x=\Omega J\delta\cos2\theta.\tag{3}$$

A ripple $h=A(t)\cos kx$ has $h_{xx}=-k^2h$, and therefore $\dot A=-S_xk^2A$. Positive $S_x$ makes the ripple decay and negative $S_x$ makes it grow. Redistribution alone, with constant $\delta$, smooths along the projected beam below $45^\circ$, does nothing at this order at $45^\circ$, and roughens beyond it.

### Why the sign changes

The first-order current shows two competing effects. Ions per horizontal area arrive at the rate $J(\cos\theta+h_x\sin\theta)$. The tangential displacement per ion is $\delta(\sin\theta-h_x\cos\theta)$ to first order. Their product is

$$j\simeq J\delta\left[\sin\theta\cos\theta+h_x(\sin^2\theta-\cos^2\theta)\right].$$

The derivative of the constant term vanishes, and the rest gives

$$S_x=\Omega J\delta(\cos^2\theta-\sin^2\theta).$$

The positive part comes from the turning of the surface against the displacement. On the flank that faces the beam, the push points more into the solid and less along the surface. On the far flank it points more along the surface. Less material is pushed up to the crest than is pushed away from it, and the crest sinks.

The negative part comes from the intercepted flux. The flank that faces the beam receives more ions, which push more material toward the crest, while the far flank receives fewer and loses less. The crest rises. The two effects balance when $\sin\theta=\cos\theta$.

The relaxation rule matters for this balance. If density were restored along the fixed vertical $z$ instead of the local normal, the horizontal transfer would be $\delta\sin\theta$ for every slope. The positive part would be absent, leaving $S_x=-\Omega J\delta\sin^2\theta$, which roughens at every oblique angle. The threshold at $45^\circ$ thus depends on how the solid relaxes as well as on the direction of the push.

### Ripples in other directions

For a surface that varies only along $y$, the normal is $\mathbf n\simeq(0,-h_y,1)$ to first order. The arrival rate remains $J\cos\theta$ to this order. The tangential part of the beam direction is

$$\mathbf d-(\mathbf d\cdot\mathbf n)\mathbf n
\simeq\mathbf d+\cos\theta\,\mathbf n
=(\sin\theta,\,-h_y\cos\theta,\,0).$$

Multiplication by the arrival rate and by $\delta$ gives $j_y=-J\delta\cos^2\theta\,h_y$. Conservation, $h_t=-\Omega\partial_yj_y$, then yields

$$S_y=\Omega J\delta\cos^2\theta .\tag{4}$$

This is positive for every angle short of grazing. There is no flux effect to oppose the turning effect, because a small tilt across the beam does not change the intercepted flux at first order.

The setting is symmetric under $y\to-y$, so a mixed term $h_{xy}$ cannot appear. A ripple whose wavevector makes an angle $\phi$ with the projected beam has $h_{xx}=-k^2\cos^2\phi\,h$ and $h_{yy}=-k^2\sin^2\phi\,h$. Its coefficient is

$$S(\phi)=S_x\cos^2\phi+S_y\sin^2\phi
=\Omega J\delta(\cos^2\theta-\sin^2\theta\cos^2\phi).\tag{5}$$

For oblique incidence it is smallest at $\phi=0$. Roughening therefore begins with ripples whose wavevector lies along the projected beam.

### Displacement that depends on angle

Oblique ions may be reflected or deposit less momentum, so that $\delta$ depends on the local angle. Equation (1) then becomes $j=JF(\psi)$ with $F(\psi)=\delta(\psi)\sin\psi\cos\psi$. Since $\psi_x=-\alpha_x\simeq-h_{xx}$,

$$S_x=\Omega J\,\frac{d}{d\theta}\left[\delta(\theta)\sin\theta\cos\theta\right].\tag{6}$$

The factor $\cos2\theta$ returns when $\delta$ is constant. For $\delta\propto\cos^p\theta$ the derivative is proportional to

$$\frac{d}{d\theta}\left(\sin\theta\cos^{1+p}\theta\right)
=\cos^p\theta\left[\cos^2\theta-(1+p)\sin^2\theta\right],$$

and the threshold obeys $\tan^2\theta=1/(1+p)$. For $p=0.5$ it is $39.2^\circ$. A displacement that falls with angle brings roughening on earlier.

### Numbers for argon on silicon

Take argon ions of a few hundred electronvolts on silicon, with round, rough parameters: a current density of $0.2\ \mathrm{mA/cm^2}$, $50$ atoms/nm³, and six displaced atoms per ion that move $0.5$ nm each. Division of the current density by the elementary charge, with $1\ \mathrm{cm^2}=10^{14}\ \mathrm{nm^2}$, gives $J=12.48$ ions/(nm² s). With $\Omega=0.020$ nm³ and $\delta=6\times0.5=3.0$ nm,

$$\Omega J\delta=0.020\times12.48\times3.0
=0.749\ \mathrm{nm^2/s}=7.49\times10^{-19}\ \mathrm{m^2/s}.$$

| $\theta$ | $S_x$ (nm²/s) | $S_y$ (nm²/s) |
|---|---:|---:|
| 0° | 0.749 | 0.749 |
| 30° | 0.375 | 0.562 |
| 45° | 0 | 0.375 |
| 60° | −0.375 | 0.187 |
| 75° | −0.649 | 0.050 |

At $60^\circ$ the turning effect contributes $+0.187$ nm²/s and the flux effect $-0.562$ nm²/s. At $30^\circ$, a ripple of wavelength $100$ nm has $k=2\pi/100=0.0628$ nm⁻¹. Redistribution reduces its amplitude by a factor $e$ in

$$\frac1{S_xk^2}=\frac1{0.3745\times0.00395}\simeq676\ \mathrm s .$$

### A short-wave limit to roughening

For negative $S_x$, equation (3) gives a growth rate $|S_x|k^2$ that increases without limit as the wavelength shrinks. An effect outside this long-wave law must select a wavelength. Here it is viscous flow, driven by surface tension $\gamma$, in an ion-softened film of thickness $d_f$ and viscosity $\eta$. The lower boundary of the film follows the surface at constant depth.

For wavelengths much longer than $d_f$, the pressure is uniform through the film and equals $p=-\gamma h_{xx}$, so it is high under a crest. Let $\zeta$ be the height above the lower boundary and $u$ the velocity along $x$. Force balance, no slip below and no shear stress at the top read

$$\eta u_{\zeta\zeta}=p_x,\qquad u(0)=0,\qquad u_\zeta(d_f)=0 .$$

Two integrations give $u=(p_x/\eta)(\zeta^2/2-d_f\zeta)$. The volume flow per length along $y$ is

$$Q=\int_0^{d_f}u\,d\zeta
=\frac{p_x}{\eta}\left(\frac{d_f^3}{6}-\frac{d_f^3}{2}\right)
=-\frac{d_f^3}{3\eta}p_x .$$

From $h_t=-Q_x$ and $p_{xx}=-\gamma h_{xxxx}$,

$$h_t=-B\,h_{xxxx},\qquad B=\frac{\gamma d_f^3}{3\eta}.\tag{7}$$

With redistribution included, the growth rate beyond the threshold is $r(k)=|S_x|k^2-Bk^4$. Setting $dr/dk=0$ gives $k_*^2=|S_x|/(2B)$, and hence

$$\lambda_*=2\pi\sqrt{\frac{2B}{|S_x|}},\qquad
r_*=\frac{S_x^2}{4B}.\tag{8}$$

For $\gamma=1$ N/m, $d_f=3$ nm and $\eta=10^9$ Pa s, $B=27\times10^{-27}/(3\times10^9)$ m⁴/s $=9.0$ nm⁴/s. At $60^\circ$ the selected wavelength is

$$\lambda_*=2\pi\sqrt{18/0.3745}\simeq43.6\ \mathrm{nm},$$

and its amplitude grows by a factor $e$ in $4B/S_x^2\simeq257$ s. For the $100$ nm ripple at $30^\circ$, viscous flow adds a decay rate that is about $10\%$ of the redistribution rate.

## Second half: the coefficient from atom positions

The beam direction is $\mathbf d=(\sin\theta,0,-\cos\theta)$, with flux $J$ per area normal to it. Each ion moves $N$ atoms of volume $\Omega$ by $\ell$ along the beam, and $\delta=N\ell$. Density is restored along the local surface normal. The first half found $S_x=\Omega J\delta\cos2\theta$ along the projected beam and $S_y=\Omega J\delta\cos^2\theta$ across it, with positive values smoothing. A viscous film of thickness $d_f$ and viscosity $\eta$ adds $-Bh_{xxxx}$. In the example $\Omega J\delta=0.749$ nm²/s, $B=9.0$ nm⁴/s, and the wavelength selected at $60^\circ$ is $43.6$ nm.

The same coefficients follow without a surface current or a local incidence angle. One follows each ion to a rippled surface, finds where its displaced atoms change the height, and adds up the changes.

### Where the atoms act

Let the ripple be $h=A\cos ku$, where the horizontal coordinate $u$ runs along its wavevector at an angle $\phi$ to the projected beam. The beam components needed are

$$d_u=\sin\theta\cos\phi,\qquad d_z=-\cos\theta .$$

The component along the crests has no effect, because the surface is uniform in that direction. Label each ion by the position $u_0$ where its straight path, extended if necessary, crosses the plane $z=0$. The beam is uniform, so the labels are evenly distributed, with $J\cos\theta$ ions per time and area of this plane.

We work to first order in $A$. The ion meets the surface after a further path $h(u_0)/d_z$, because its height must equal $h$ there. The horizontal coordinate of impact is

$$u_{\rm hit}=u_0+\frac{d_u}{d_z}h(u_0).$$

A point at a distance $\xi$ farther along the beam has the coordinates

$$U=u_{\rm hit}+\xi d_u,\qquad Z=h(u_{\rm hit})+\xi d_z .$$

Its nearest surface point $u$ makes the squared distance $(u-U)^2+(h(u)-Z)^2$ stationary:

$$u-U+[h(u)-Z]\,h'(u)=0 .$$

Since $h'$ is already of first order, the bracket is needed at zeroth order, where it equals $-\xi d_z$. Thus $u=U+\xi d_zh'(U)$. With the abbreviation $w=u_0+\xi d_u$, the nearest surface point is

$$u(\xi)=w+\frac{d_u}{d_z}h(w-\xi d_u)+\xi d_zh'(w).\tag{9}$$

The second term records that high and low parts of the surface intercept the beam at different places. The third records the direction of relaxation.

The surface current has given the redistribution coefficient $S_x=\Omega J\delta\cos2\theta$ for constant $\delta$ and relaxation along the local normal, and equation (9) now locates where each displaced atom changes the height. It remains to add up those changes to obtain the coefficient independently, and to weigh the result against erosion and film stress.

Numbers in the example were calculated in double precision.
